# Integrated diffusivity for the growth of a nearly stoichiometric layer

## What to store for the layer

A growth calculation needs a transport coefficient for each product layer. For a nearly stoichiometric compound, the choice lies between an interdiffusion coefficient \(D\), which multiplies a composition gradient, and its integral over the existence range, \(D_{\rm int}\). Store \(D_{\rm int}\). The flux then follows from the layer thickness, and neither the tiny composition difference nor the possibly enormous \(D\) is needed.

A narrow range does not by itself make \(D\) singular. It does so if the component mobilities and the interval of chemical potential across the layer both stay finite as the range shrinks. If the defect mobility is held fixed instead, \(D\) stays finite and the flux vanishes with the defect content. The integrated quantity serves in both cases. It is not a constant of the compound alone: the edges of the range are set by the neighbouring phases or gas pressure, so a stored \(D_{\rm int}\) holds only for the neighbours with which it was obtained.

## Flux and frame

Let \(N\equiv N_B\) be the mole fraction of B, \(N_A=1-N\), and \(V\) the volume per mole of atoms. With fluxes \(J_A,J_B\) in moles per area and time, define

\[
J=N_AJ_B-N_BJ_A=-\frac{D}{V}\frac{\partial N}{\partial x}. \tag{1}
\]

Passing to a frame with a different velocity adds \(vN_i/V\) to each \(J_i\). The additions to \(J\) are \(N_AvN_B/V\) and \(-N_BvN_A/V\), which cancel. In the frame where \(J_A+J_B=0\), one has \(J=(N_A+N_B)J_B=J_B\).

The \(D\) in (1) is also the coefficient of the volume-fixed frame. There \(\bar V_AJ_A+\bar V_BJ_B=0\), with partial molar volumes \(\bar V_i\), so

\[
J=J_B\frac{N_A\bar V_A+N_B\bar V_B}{\bar V_A}=J_B\frac{V}{\bar V_A}.
\]

The concentration is \(C_B=N/V\), and \(dC_B/dN=(V-N\,dV/dN)/V^2=\bar V_A/V^2\). Inserting \(J_B=-D\,\partial C_B/\partial x\) returns (1), even when \(V\) depends on composition.

## From the integral to the growth law

The layer β lies between an A-rich phase of composition \(N^-\) on the left and a B-rich phase of composition \(N^+\) on the right. Both end phases are saturated and free of gradients. Diffusion is one-dimensional, the interfaces are in local equilibrium, and no surface reaction limits growth. Inside β, \(N\) rises from \(N'\) to \(N''\). The range \(\Delta N=N''-N'\) is small compared with \(N_\beta-N^-\) and \(N^+-N_\beta\), where \(N_\beta\) is the nominal composition. Define

\[
D_{\rm int}=\int_{N'}^{N''}D\,dN. \tag{2}
\]

Use the mole coordinate \(m\), with \(dm=dx/V\), in the frame with no net atom flux. A slice \(dm\) keeps its number of atoms and contains \(N\,dm\) moles of B, so

\[
\frac{\partial N}{\partial t}=-\frac{\partial J}{\partial m}. \tag{3}
\]

For parabolic growth \(N\) depends on \(m/\sqrt t\), hence \(\partial N/\partial t=-(m/2t)\,\partial N/\partial m\). Integrating (3) across β shows that \(J\) changes by at most \(\Delta N\max|m|/(2t)\). The interface balances below make \(J\) itself of the order of a composition jump times \(|m|/(2t)\). The relative variation of \(J\) is therefore of order \(\Delta N\) divided by a jump, and to leading order \(J\) is uniform.

Multiply (1) by \(V\) and integrate over the thickness \(w\), taking \(V=V_\beta\):

\[
V_\beta Jw=-D_{\rm int},\qquad |J|=\frac{D_{\rm int}}{V_\beta w}. \tag{4}
\]

The negative sign means that B moves left, towards the A-rich phase.

Now let the left interface, at \(m_1\), advance by \(dm_1\). This turns β into left phase and changes the B content by \((N^--N_\beta)dm_1\). The left phase supplies no flux and β carries away \(J\,dt\), so the net supply is \(-J\,dt\). At the right interface, at \(m_2\), an advance changes the B content by \((N_\beta-N^+)dm_2\), and the supply is \(J\,dt\). Thus

\[
(N_\beta-N^-)\dot m_1=J,\qquad (N^+-N_\beta)\dot m_2=-J. \tag{5}
\]

Since \(w=V_\beta(m_2-m_1)\) and \(J=-|J|\),

\[
\dot w=V_\beta|J|\left[\frac1{N^+-N_\beta}+\frac1{N_\beta-N^-}\right]
=V_\beta|J|\frac{N^+-N^-}{(N_\beta-N^-)(N^+-N_\beta)}.
\]

Insertion of (4) removes \(V_\beta\). The volumes of the end phases never enter, because atoms were counted in the mole coordinate:

\[
w\dot w=k,\qquad
k=D_{\rm int}\frac{N^+-N^-}{(N_\beta-N^-)(N^+-N_\beta)}. \tag{6}
\]

For constant \(k\) and \(w(0)=0\), \(w^2=2kt\). Read backwards, a measured thickness gives \(D_{\rm int}\) as \(w^2/(2t)\) divided by the composition factor in (6), with no composition profile inside the layer.

### Several layers

For a stack of narrow-range layers \(j\), numbered from left to right, (4) gives \(J_j=-D_{{\rm int},j}/(V_jw_j)\). The argument behind (5), with flux on both sides of an interface, gives

\[
\dot m_{j+1/2}=\frac{J_{j+1}-J_j}{N_{j+1}-N_j},\qquad
\dot w_j=V_j(\dot m_{j+1/2}-\dot m_{j-1/2}). \tag{7}
\]

Gradient-free end phases have \(J=0\). If an end phase dissolves the diffusing component with a gradient, its flux must be put in this place. Equation (6) then fails, while (4) still holds for each narrow layer in quasi-steady diffusion.

## Error of a finite range

Some solvers represent a line compound by an artificial range. The integral (2) must then be preserved, which requires a mean coefficient \(D_{\rm int}/\Delta N\). The error can be found from the similarity form. With \(x=V_\beta m\), \(\eta=x/\sqrt t\) and \(F=D\,dN/d\eta=-V_\beta J\sqrt t\), equation (3) becomes \(dF/d\eta=-(\eta/2)\,dN/d\eta\), or

\[
\frac{d\eta}{dN}=\frac DF,\qquad \frac{dF}{dN}=-\frac\eta2. \tag{8}
\]

The interfaces move at \(\dot x_i=\eta_i/(2\sqrt t)\), so (5), with the actual edge compositions, gives

\[
F(N')=-\tfrac12(N'-N^-)\eta_1,\qquad F(N'')=\tfrac12(N^+-N'')\eta_2, \tag{9}
\]

and \(k=(\eta_2-\eta_1)^2/2\).

Take \(N^-=0\), \(N^+=1\), constant \(D\), and a range centred on \(1/2\). By symmetry \(\eta_2=-\eta_1=a\). Write \(N=1/2+s\Delta N/2\) with \(-1\le s\le1\). To leading order \(\eta=as\), and (9) gives \(F(1)=(a/4)(1-\Delta N)\). Integrating the second equation of (8) back from \(s=1\),

\[
F(s)=F(1)+\int_s^1\frac{as'}2\frac{\Delta N}2ds'
=\frac a4\left[1-\Delta N+\frac{\Delta N}{2}(1-s^2)\right].
\]

The first equation of (8), expanded to first order in \(\Delta N\), then gives

\[
2a=\frac{D_{\rm int}}2\int_{-1}^{1}\frac{ds}{F(s)}
=\frac{2D_{\rm int}}a\left[2+2\Delta N-\tfrac23\Delta N\right].
\]

Hence \(a^2=2D_{\rm int}(1+2\Delta N/3)\), and

\[
k=\frac{(2a)^2}{2}=4D_{\rm int}\left(1+\tfrac23\Delta N\right). \tag{10}
\]

The coefficient \(2/3\) belongs to this symmetric case. A less symmetric test used \(N^-=0.1\), \(N_\beta=0.3\), \(N^+=0.9\) and a \(D\) falling linearly across the range from 1.6 to 0.4 times its mean, with \(D_{\rm int}=1\). The limit (6) is \(k=0.8/(0.2\times0.6)=6.667\). Relative to it, the solution of (8) and (9) is high by 2.8% at \(\Delta N=0.02\), 0.27% at 0.002 and 0.027% at 0.0002, so the error is linear in the range. Its coefficient depends on the profile of \(D\): at \(\Delta N=0.02\) a constant \(D\) gives 2.3% and the reversed slope 1.5%.

A separate fixed-grid simulation evolved the conservation law alone, without imposing (5). At \(\Delta N=0.05\) it gave \(k=7.161\), against 7.163 from the similarity equations. Both lie about 7% above the narrow-range limit, so at this width the range, not the grid, dominates the error.

An artificial range also costs time. In an explicit scheme with spacing \(h\), the weight of a cell's old value is \(1-2D\Delta t/h^2\) for constant \(D\). Keeping it non-negative requires \(\Delta t\le h^2/(2D)\), so at fixed \(D_{\rm int}\) and \(h\) the permitted step shrinks in proportion to \(\Delta N\). Equation (6) avoids this cost.

## Where the finite value comes from

Let \(D_A,D_B\) be component diffusivities defined by mobility. In the lattice frame, neglecting cross terms between the components,

\[
J_i=-\frac{N_iD_i}{VRT}\frac{\partial\mu_i}{\partial x}. \tag{11}
\]

Substitution in (1) gives

\[
J=-\frac{N_AN_B}{VRT}\left(D_B\frac{\partial\mu_B}{\partial x}
-D_A\frac{\partial\mu_A}{\partial x}\right).
\]

At fixed temperature and pressure the Gibbs–Duhem relation is \(N_Ad\mu_A=-N_Bd\mu_B\). Eliminating \(\mu_A\) turns the second term into \(+D_A(N_B/N_A)\partial\mu_B/\partial x\). Comparison with (1) then yields

\[
D\,dN=\frac{N_B}{RT}(N_AD_B+N_BD_A)\,d\mu_B. \tag{12}
\]

The composition interval may be tiny while the interval of chemical potential is not. Integrating (12) across β gives \(D_{\rm int}\).

Suppose the end phases are pure A and pure B, and \(D_A,D_B\) are constant across β. Let \(\Delta G_f\) be the formation Gibbs energy per mole of atoms, negative for a stable compound. At the left edge \(\mu_A=\mu_A^\circ\), so \(N_A\mu_A+N_B\mu_B=G_\beta\) gives \(\mu_B-\mu_B^\circ=\Delta G_f/N_B\). At the right edge \(\mu_B=\mu_B^\circ\). The rise of \(\mu_B\) is \(-\Delta G_f/N_B\), and

\[
D_{\rm int}=(N_AD_B+N_BD_A)\frac{-\Delta G_f}{RT}. \tag{13}
\]

To see the singularity form, let \(g=G/(RT)\), measured from the pure elements, be \(g=g_0+K(N-N_\beta)^2/2\) with \(g_0=\Delta G_f/(RT)\). Equilibrium with pure A requires \(g-Ng'=0\), so to leading order \(g'=g_0/N_B\) at the left edge. Equilibrium with pure B requires \(g+(1-N)g'=0\), so \(g'=-g_0/N_A\) at the right edge. Since \(g'\) rises by \(K\Delta N\),

\[
\Delta N\simeq\frac{-g_0}{KN_AN_B},\qquad
D\simeq(N_AD_B+N_BD_A)N_AN_BK. \tag{14}
\]

The second relation follows from (12) and \(d\mu_B/dN=RT(1-N)g''\). The product of the two is (13), independent of \(K\). If instead \(g_0\to0\) at fixed \(K\), the range shrinks, \(D\) stays finite and \(D_{\rm int}\) vanishes.

For \(g_0=-10\), \(N_\beta=0.4\), \(D_A=1\) and \(D_B=0.2\), (13) gives \((0.6\times0.2+0.4\times1)\times10=5.2\). Numerical common tangents show the approach. Raising \(K\) from \(10^3\) to \(10^5\) shrinks the range from 0.0427 to 0.000417 and raises the mean \(D\) from 123 to 12,480, while \(D_{\rm int}\) moves from 5.275 to 5.201. Replacing pure B by a line compound at \(N=0.75\) with \(g=-8\) narrows the interval of \(\mu_B\) and lowers \(D_{\rm int}\) at \(K=10^5\) to 3.83.

## Metal-deficient oxide

Let β be \({\rm M}_{1-\delta}{\rm O}\), with B oxygen, \(\delta\ll1\) and immobile oxygen. Then \(N_A\simeq N_B\simeq1/2\), and \(d\mu_{\rm O}=(RT/2)\,d\ln p\), where \(p\) is the oxygen pressure in equilibrium with the local oxide. Equation (12) gives

\[
D_{\rm int}=\frac18\int D_{\rm M}\,d\ln p. \tag{15}
\]

With metal at \(N^-=0\) and oxygen gas at \(N^+=1\), the factor in (6) is \(1/(1/4)=4\), so \(k=\tfrac12\int D_{\rm M}\,d\ln p\).

Take metal vacancies of charge \(-2\), compensated by holes at concentration \(h=2\delta\) per metal site. Dilute mass action for oxygen uptake gives \(\delta h^2=4\delta^3\propto p^{1/2}\), hence \(\delta\propto p^{1/6}\) and \(d\ln p=6\,d\delta/\delta\). With \(D_{\rm M}=D_V\delta\) and constant vacancy diffusivity \(D_V\), marking the metal side by one prime and the gas side by two,

\[
k=3D_V(\delta''-\delta')=3(D_{\rm M}''-D_{\rm M}'). \tag{16}
\]

The oxygen fraction is \(N=1/(2-\delta)\), so \(dN\simeq d\delta/4\). The integrand of (15) becomes \(\tfrac34D_V\,d\delta=3D_V\,dN\), which means \(D=3D_V\). This is finite however small \(\delta\) is. Here \(D_{\rm M}\) varies across the layer, so the constant-mobility form (13) does not apply: holding \(D_{\rm M}=D_{\rm M}''\) in (15) gives \(D_{\rm M}''\ln(p''/p')/8\), which is 3.6 times too large for the inputs of the worked example.

Charge transport gives the same factor. Let \(\varepsilon\) be the electric field times \(e/(k_BT)\) and \(D_h\) the hole diffusivity. Per metal site,

\[
j_V=-D_V\delta_x-2D_V\delta\varepsilon,\qquad
j_h=-2D_h\delta_x+2D_h\delta\varepsilon .
\]

Zero current requires \(j_h=2j_V\), so \(\delta\varepsilon(D_h+2D_V)=(D_h-D_V)\delta_x\). Substituting back,

\[
j_V=-\frac{3D_VD_h}{D_h+2D_V}\,\delta_x. \tag{17}
\]

For \(D_h\gg D_V\) the coefficient tends to \(3D_V\): the fast holes set up a field that pulls the vacancies along.

## Worked example

The model inputs are \(T=1300\) K, \(p'=10^{-7}\) Torr at the metal, \(p''=100\) Torr outside, \(\delta''=10^{-4}\), \(D_{\rm M}''=10^{-11}\) cm²/s and a time of 10 h. They give \(D_V=10^{-7}\) and \(D=3\times10^{-7}\) cm²/s. The pressure ratio is \(10^{-9}\), so \(\delta'=10^{-4}\times10^{-1.5}=3.16\times10^{-6}\) and \(D_{\rm M}'=3.16\times10^{-13}\) cm²/s. Then

\[
k=3(10^{-11}-3.16\times10^{-13})=2.91\times10^{-11}\ {\rm cm^2/s},
\]

\(D_{\rm int}=k/4=7.26\times10^{-12}\) cm²/s, and

\[
w=\sqrt{2(2.905\times10^{-11})(3.6\times10^4)}\ {\rm cm}=14.5\ \mu{\rm m}.
\]

The oxygen fraction varies by \(2.42\times10^{-5}\) across the layer. A composition measurement uncertain by more than this cannot yield \(D\), but thickness and time yield \(D_{\rm int}\).

Relative to the oxygen lattice, each arriving metal ion adds one formula unit at the outer surface. For a cation density \(c=5.5\times10^{22}\) cm⁻³ the final metal flux is \(c\dot w=ck/w=1.10\times10^{15}\) cm⁻² s⁻¹. The diffusion time \(w^2/D\) is about 7 s, far below 10 h, which is why the flux is nearly uniform.

The two routes to stoichiometry are compared below at fixed time and fixed pressures. \(D\) is listed for the route that holds \(D_{\rm M}''\) fixed; on the other route it stays at \(3\times10^{-7}\) cm²/s.

| \(\delta''\) | \(D\), cm²/s | \(w\), fixed \(D_{\rm M}''\) | \(w\), fixed \(D_V\) |
|---|---|---|---|
| \(10^{-2}\) | \(3\times10^{-9}\) | 14.5 μm | 145 μm |
| \(10^{-3}\) | \(3\times10^{-8}\) | 14.5 μm | 45.8 μm |
| \(10^{-4}\) | \(3\times10^{-7}\) | 14.5 μm | 14.5 μm |
| \(10^{-5}\) | \(3\times10^{-6}\) | 14.5 μm | 4.57 μm |

With \(D_{\rm M}''\) fixed, \(D\) grows as \(1/\delta''\) while the thickness stays at 14.5 μm, within the dilute model. The rows with \(\delta''\ge10^{-3}\) show the scaling of that model only, since charged defects interact strongly at such concentrations. With \(D_V\) fixed, growth slows as \(\sqrt{\delta''}\).

## Reading the model beside a real oxide

The inputs are round values in the rough regime of nickel oxide growing on nickel near 1300 K, a metal-deficient oxide in which the metal diffuses faster than oxygen. They are not a fit. In a polycrystalline scale, diffusion along grain boundaries adds to lattice diffusion. Take boundaries 1 nm wide, square columnar grains 5000 nm across and a boundary diffusivity 1000 times that of the lattice, all rough assumptions. Each grain has four sides, each shared with a neighbour, so boundaries fill a fraction \(2(1/5000)\) of the cross-section. The added fraction of \(k\) is \(2(1/5000)1000=0.40\), or 18% in thickness. Smaller grains or a larger ratio raise it. The ratio 1000 is only an illustration and is low for nickel oxide: tracer measurements near 1300 K put it at the order of \(10^4\), with a lattice diffusivity of a few \(10^{-12}\) cm²/s. For 5000 nm grains the boundary term then exceeds the lattice term, so the lattice model alone does not describe a polycrystalline scale at this temperature.

The defect model also matters. Singly charged vacancies follow \(\delta\propto p^{1/4}\), so \(k=2(D_{\rm M}''-D_{\rm M}')\); at the same \(D_{\rm M}''\), \(k\) falls by 32%. Dilute mass action is itself marginal at the gas side. For a relative permittivity of 12 the Bjerrum length is 1.07 nm, against a screening length of 1.5 nm at \(\delta''=10^{-4}\). A Debye–Hückel estimate at fixed \(\delta''\) and \(D_V\), with ion sizes from 0 to 1 nm, lowers \(D\) there from \(3D_V\) to between \(1.9D_V\) and \(2.6D_V\), and lowers \(k\) by 23% to 10%. At \(\delta''=10^{-3}\) the Bjerrum length is more than twice the screening length and the dilute model fails. A tracer diffusivity must be divided by its correlation factor before use as \(D_{\rm M}\). For single vacancies on an fcc metal sublattice the computed factor is 0.78, so the correction raises \(k\) by 28%. If \(k\) has an activation energy of 2 eV, a temperature 10 K higher raises it by 15%.

Impurities matter too, because the native defect fraction is only 3 to 100 ppm. With an immobile, uniform dopant at site fraction \(c_d\), neutrality reads \(2\delta=h+c_d\) for a trivalent cation and \(2\delta=h-c_d\) for a monovalent one. In this model 10 ppm changes \(k\) by +13% or −11%, and 100 ppm multiplies it by 2.5 or 0.42. For small \(c_d\), holding \(\delta h^2\) fixed shifts \(\delta\) by \(\pm c_d/3\) at every pressure, so the relative change of \(k\) is \(\pm c_d\ln(\delta''/\delta')/[3(\delta''-\delta')]\), set mainly by \(c_d/\delta''\).

The remaining effects sized here are small. The finite range raises \(k\) above \(4D_{\rm int}\) by \(1.6\times10^{-5}\), the \(\tfrac23\Delta N\) of (10) (labelled composition storage in the output). The smaller composition jumps at the interfaces add \(\Delta N\), and storage inside the layer takes back \(\Delta N/3\). Relative to (16), which also sets \(dN=d\delta/4\), the total shift is \(6.8\times10^{-5}\). A hole mobility of 0.1 cm²/Vs lowers it by \(1.8\times10^{-5}\), and an oxygen diffusivity of \(10^{-15}\) cm²/s raises it by \(3.6\times10^{-4}\), all relative to \(k\). Oxygen dissolving into the metal makes the left phase carry a flux. For a rough solubility of \(5\times10^{-4}\) and a diffusivity of \(1.3\times10^{-8}\) cm²/s it lowers \(k\) by about 1.5%.

For a relative permittivity of 12 the screening length is 8.4 nm at the metal side and 1.5 nm at the gas side. Local neutrality is sound at 14.5 μm but fails for films up to tens of nanometres. Solving the transport equations with Poisson's equation, fast holes and neutral end points gives a flux above the neutral value by 27% at 20 nm, 9.5% at 50 nm and 4% at 100 nm. Equation (4) also predicts an unbounded flux as \(w\to0\), so at early times some other step, such as a surface or interface reaction, must limit growth. Start an integration of (6) from a measured thickness \(w_0\) beyond that stage, using \(w^2=w_0^2+2kt\). The numerical output below lists the inputs and the main results; the figures for other profiles of \(D\), other neighbours, dopants, defect interaction, dissolved oxygen and space charge are not part of it.

## Calculated quantities

```
GENERAL TESTS (dimensionless; D_int = 1 for growth)
N_left, N_beta, N_right: 0.1, 0.3, 0.9
k in zero-range limit: 6.66667
range 0.0200: relative error of k 2.823e-02
range 0.0020: relative error of k 2.738e-03
range 0.0002: relative error of k 2.730e-04
range 0.05: k from grid 7.1614, similarity 7.1632
formation energy/RT -10.0, N_beta 0.4, D_A 1.0, D_B 0.2
curvature 1e+03: range 4.2739e-02, mean D 1.2342e+02, D_int 5.27478
curvature 1e+04: range 4.1768e-03, mean D 1.2468e+03, D_int 5.20750
curvature 1e+05: range 4.1677e-04, mean D 1.2479e+04, D_int 5.20075
D_int from formation energy: 5.20000
MODEL OXIDE
temperature: 1300 K; time: 10 h
inner, outer oxygen pressure: 1.0e-07, 100.0 Torr
inner, outer vacancy fraction: 3.1623e-06, 1.0000e-04
inner, outer metal diffusivity: 3.1623e-13, 1.0000e-11 cm2/s
vacancy diffusivity: 1.000e-07 cm2/s
interdiffusion coefficient D: 3.000e-07 cm2/s
range in oxygen mole fraction: 2.4211e-05
integrated diffusivity: 7.2628e-12 cm2/s
parabolic constant k: 2.9051e-11 cm2/s
oxide thickness: 14.463 um = 14463 nm
cation density: 5.50e+22 cm-3
metal flux at final time: 1.1048e+15 cm-2 s-1
LIMITS: outer delta; range; D at fixed D_M (cm2/s);
        thickness at fixed D_M; thickness at fixed D_V (um)
1e-02; 2.433e-03; 3.000e-09; 14.512; 145.120
1e-03; 2.422e-04; 3.000e-08; 14.468; 45.751
1e-04; 2.421e-05; 3.000e-07; 14.463; 14.463
1e-05; 2.421e-06; 3.000e-06; 14.463; 4.574
NEGLECTED EFFECTS (rough auxiliary inputs)
composition storage, relative change of k: 1.61e-05
hole mobility 0.1 cm2/Vs: relative decrease of k 1.79e-05
oxygen diffusivity 1.0e-15 cm2/s: relative increase of k 3.57e-04
grain boundary width 1 nm, grain 5000 nm, diffusivity ratio 1000
grain boundaries, relative increase of k: 0.40
singly charged vacancies, relative change of k: -0.315
relative permittivity 12.0: screening length inner, outer 8.44, 1.50 nm
activation 2.0 eV, temperature +10 K: k multiplied by 1.146
fcc tracer correlation factor: 0.782
k multiplier if input D_M is a tracer value: 1.279
```
